# Why eighteen electrons per cell do not guarantee a gap in NiSi2: verification in Python

```python
# RESULT UNDER TEST: an even electron count per primitive cell does not ensure
# a gap. With 18 electrons, bands 9 and 10 of an fcc crystal leave a gap only if
#     gap = delta - 16 t - 6 |u| > 0 ;
# otherwise both bands are partly filled and the crystal conducts.
# Symbols: a cubic lattice constant; t nearest-neighbour hopping (both bands);
# u second-neighbour hopping (band 10 only); delta distance of band centres;
# tau scattering time; x, y, z = k_x a/2, k_y a/2, k_z a/2.
# Energies are in eV from the centre of band 9, lengths in nm.
# Bands 1-8 are assumed full and lower. This is a model of two active bands,
# not a computed band structure of NiSi2.
import itertools
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import expit

a, t, u = 0.54, 0.20, -0.10
delta_overlap, delta_apart = 1.8, 5.0
tau, temperature = 5e-15, 300.0
cell_volume = a**3 / 4
e, hbar = const.e, const.hbar
kB = const.k / e


def band(x, y, z, centre, second):
    cx, cy, cz = np.cos(x), np.cos(y), np.cos(z)
    return (centre + 4*t*(cx*cy + cy*cz + cz*cx)
            + 2*second*(np.cos(2*x) + np.cos(2*y) + np.cos(2*z)))


def slope(x, y, z, second):
    """Derivative of the band energy with respect to x."""
    return -4*t*np.sin(x)*(np.cos(y) + np.cos(z)) - 4*second*np.sin(2*x)


# --- electron count from the fluorite structure ---
fcc = [(0, 0, 0), (0, 2, 2), (2, 0, 2), (2, 2, 0)]      # units of a/4
holes_tetra = set(itertools.product((1, 3), repeat=3))  # all Si sites in cube
generated = {tuple((p + q) % 4 for p, q in zip(site, shift))
             for site in [(1, 1, 1), (3, 3, 3)] for shift in fcc}
assert generated == holes_tetra
ni_per_cell = 1
si_per_cell = len(holes_tetra) // len(fcc)
ni_valence, si_valence = 28 - 18, 14 - 10               # Z minus noble-gas core
electrons = ni_per_cell*ni_valence + si_per_cell*si_valence
assert electrons == 18

# --- finite periodic crystal in real space against the band formula ---
L = 6
primitive = np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])  # units of a/2
inverse = np.linalg.inv(primitive)
cells = list(itertools.product(range(L), repeat=3))
index = {c: i for i, c in enumerate(cells)}
M = len(cells)
near = [d for d in itertools.product((-1, 0, 1), repeat=3)
        if sum(abs(q) for q in d) == 2]
second_near = [d for d in itertools.product((-2, 0, 2), repeat=3)
               if sum(abs(q) for q in d) == 2]
assert len(near) == 12 and len(second_near) == 6


def hopping_matrix(neighbours):
    matrix = np.zeros((M, M))
    for d in neighbours:
        step = np.rint(np.array(d) @ inverse).astype(int)
        for c in cells:
            target = tuple(int(q) for q in (np.array(c) + step) % L)
            matrix[index[target], index[c]] += 1
    return matrix


hop1, hop2 = hopping_matrix(near), hopping_matrix(second_near)
k_allowed = (2*np.pi/L*np.array(cells)) @ inverse.T
f9 = band(*k_allowed.T, 0.0, 0.0)
f10 = band(*k_allowed.T, delta_overlap, u)
for mixing in (0.0, 0.3):
    H = np.block([[t*hop1, mixing*np.eye(M)],
                  [mixing*np.eye(M), delta_overlap*np.eye(M) + t*hop1 + u*hop2]])
    levels = np.linalg.eigvalsh(H)
    root = np.sqrt(((f10 - f9)/2)**2 + mixing**2)
    from_bands = np.sort(np.concatenate([(f9 + f10)/2 - root,
                                         (f9 + f10)/2 + root]))
    assert np.allclose(levels, from_bands, atol=1e-9)
    if mixing == 0.0:
        # lowest M levels hold the last two electrons per cell
        assert levels[:M].sum() < f9.sum() - 1e-6

# --- band edges: search over the zone against closed forms ---
edge = np.linspace(0, np.pi, 61)
ex, ey, ez = np.meshgrid(edge, edge, edge, indexing="ij")
s9, s10 = band(ex, ey, ez, 0.0, 0.0), band(ex, ey, ez, 0.0, u)


def gap_formula(delta):
    return delta - 16*t - 6*abs(u)


for delta in (delta_overlap, delta_apart):
    assert abs((s10.min() + delta - s9.max()) - gap_formula(delta)) < 1e-9
    assert abs((s10 + delta - s9).min() - (delta - 6*abs(u))) < 1e-9
top9, bottom10 = s9.max(), s10.min() + delta_overlap
assert abs(top9 - band(0, 0, 0, 0.0, 0.0)) < 1e-9                   # Gamma
assert abs(bottom10 - band(np.pi, 0, 0, delta_overlap, u)) < 1e-9   # X
direct_min = (s10 + delta_overlap - s9).min()

# --- zone averages; the cube 0..pi in x, y, z samples the zone evenly ---
m = 90
mid = (np.arange(m) + 0.5)*np.pi/m
gx, gy, gz = [q.ravel() for q in np.meshgrid(mid, mid, mid, indexing="ij")]
E9, E10_shape = band(gx, gy, gz, 0.0, 0.0), band(gx, gy, gz, 0.0, u)
sq9, sq10 = slope(gx, gy, gz, 0.0)**2, slope(gx, gy, gz, u)**2


def ground_state(delta):
    """Fill the lowest levels at 0 K with two electrons per cell."""
    E10 = E10_shape + delta
    n = E9.size
    levels = np.sort(np.concatenate([E9, E10]))
    fermi = (levels[n - 1] + levels[n])/2
    saving = 2*(E9.mean() - levels[:n].mean())
    return fermi, 2*np.mean(E9 > fermi), 2*np.mean(E10 < fermi), saving


scan = []
for delta in (1.8, 3.0, 3.7, 3.9, 5.0):
    fermi, h, n, saving = ground_state(delta)
    assert (n > 0) == (gap_formula(delta) < 0)
    assert (h > 0) == (gap_formula(delta) < 0)
    assert abs(h - n) < 1e-4          # symmetry-equal levels at the Fermi energy
    scan.append((delta, gap_formula(delta), n))
fermi0, holes0, electrons0, saving0 = ground_state(delta_overlap)
assert saving0 > 0


def transport(delta, count, T):
    """Chemical potential, carriers per cell, conductivity (S/m), DOS, <v^2>."""
    E10, kT = E10_shape + delta, kB*T

    def excess(mu):
        return (expit((mu - E10)/kT).mean() - expit((E9 - mu)/kT).mean()
                - (count - 18)/2)
    mu = brentq(excess, -5.0, 12.0, xtol=1e-10)
    w9 = expit((E9 - mu)/kT)*expit((mu - E9)/kT)/kT
    w10 = expit((E10 - mu)/kT)*expit((mu - E10)/kT)/kT
    surf = np.array([(sq9*w9).mean(), (sq10*w10).mean()])    # eV
    sigma = (2*e**2*tau/hbar**2 * surf*(a/2)**2*e*1e-18
             / (cell_volume*1e-27))
    dos = 2*(w9.mean() + w10.mean())                         # 1/(eV cell)
    v_rms = np.sqrt(3*surf.sum()/(w9.mean() + w10.mean()))*(a/2)*1e-9*e/hbar
    return dict(mu=mu, holes=2*expit((E9 - mu)/kT).mean(),
                elec=2*expit((mu - E10)/kT).mean(),
                sigma=sigma, total=sigma.sum(), dos=dos, v=v_rms, surf=surf)


metal = transport(delta_overlap, 18, temperature)
hot = transport(delta_overlap, 18, 600.0)
insulator = transport(delta_apart, 18, temperature)
odd = transport(delta_apart, 17, temperature)
assert abs(metal["elec"]/electrons0 - 1) < 0.03
assert insulator["total"] < 1e-6*metal["total"]
assert odd["total"] > 1e6*insulator["total"]

# --- current of an explicitly displaced occupation against the formula ---
full = (np.arange(2*m) + 0.5)*np.pi/m - np.pi
dx, dy, dz = np.meshgrid(full, mid, mid, indexing="ij")
shift, kT = 0.01, kB*temperature


def displaced_current(centre, second, mu):
    occupation = expit((mu - band(dx - shift, dy, dz, centre, second))/kT)
    return (slope(dx, dy, dz, second)*occupation).mean()/shift


current9 = displaced_current(0.0, 0.0, metal["mu"])
current10 = displaced_current(delta_overlap, u, metal["mu"])
assert abs(current9/metal["surf"][0] - 1) < 3e-3
assert abs(current10/metal["surf"][1] - 1) < 3e-3
current_full = displaced_current(0.0, 0.0, insulator["mu"])
assert abs(current_full) < 1e-6*current9

# --- sizes of neglected effects ---


def overlap_with_mixing(V):
    upper = s10 + delta_overlap
    root = np.sqrt(((upper - s9)/2)**2 + V**2)
    return ((s9 + upper)/2 - root).max() - ((s9 + upper)/2 + root).min()


critical_mixing = brentq(overlap_with_mixing, 0.0, 6.0)
assert 0 < overlap_with_mixing(0.3) < -gap_formula(delta_overlap)
broadening = hbar/tau/e
path = metal["v"]*tau*1e9
field = 1e10/metal["total"]                                  # V/m at 1 MA/cm2
gain_per_cell = field*a*1e-9                                 # eV
k_shift = e*field*tau/hbar*1e-9                              # 1/nm
dos_si = metal["dos"]/(e*cell_volume*1e-27)
screening = np.sqrt(const.epsilon_0/(e**2*dos_si))*1e9
to_cm3 = 1e21/cell_volume


def rho(result):
    return 1e8/result["total"]                               # microohm cm


print("COUNT")
print(f"Ni, Si atoms per primitive cell: {ni_per_cell}, {si_per_cell}")
print(f"valence electrons of Ni, Si: {ni_valence}, {si_valence}")
print(f"electrons per primitive cell: {electrons}")
print(f"finite crystal: {M} cells, {len(levels)} levels in two bands")
print("INPUTS")
print(f"lattice constant a = {a:.2f} nm")
print(f"primitive cell volume = {cell_volume:.5f} nm^3")
print(f"hoppings t, u = {t:.2f}, {u:.2f} eV")
print(f"band-centre distance, overlapping case = {delta_overlap:.1f} eV")
print(f"band-centre distance, separated case = {delta_apart:.1f} eV")
print(f"scattering time = {tau*1e15:.1f} fs, temperature = {temperature:.0f} K")
print("OVERLAPPING CASE, 18 ELECTRONS")
print(f"top of band 9 (Gamma) = {top9:.3f} eV")
print(f"bottom of band 10 (X) = {bottom10:.3f} eV")
print(f"overlap = {top9 - bottom10:.3f} eV")
print(f"smallest direct gap = {direct_min:.3f} eV")
print(f"Fermi energy at 0 K = {fermi0:.3f} eV")
print(f"holes in band 9 at 0 K = {holes0:.4f} per cell")
print(f"electrons in band 10 at 0 K = {electrons0:.4f} per cell")
print(f"density of each carrier at 0 K = {electrons0*to_cm3:.2e} cm^-3")
print(f"energy saved against full band 9 = {saving0:.4f} eV per cell")
print(f"density of states at Fermi level = {metal['dos']:.3f} /(eV cell)")
print(f"conductivity of band 9 = {metal['sigma'][0]/100:.3e} S/cm")
print(f"conductivity of band 10 = {metal['sigma'][1]/100:.3e} S/cm")
print(f"total conductivity = {metal['total']/100:.3e} S/cm")
print(f"resistivity at 300 K = {rho(metal):.1f} microohm cm")
print("SCAN AT 18 ELECTRONS: centre distance, gap (eV), electrons in band 10")
for delta, gap, n in scan:
    print(f"  {delta:.1f}  {gap:+.1f}  {n:.5f} per cell")
print("SEPARATED CASE, 300 K")
print(f"gap = {gap_formula(delta_apart):.3f} eV")
print(f"18 electrons: conductivity = {insulator['total']/100:.1e} S/cm")
print(f"17 electrons: conductivity = {odd['total']/100:.3e} S/cm")
print("NEGLECTED EFFECTS, OVERLAPPING CASE")
print(f"overlap with band mixing 0.3 eV = {overlap_with_mixing(0.3):.3f} eV")
print(f"mixing that removes the overlap = {critical_mixing:.2f} eV")
print(f"lifetime broadening hbar/tau = {broadening:.3f} eV")
print(f"thermal energy at 300 K = {kB*temperature:.4f} eV")
print(f"resistivity at 600 K, same tau = {rho(hot):.1f} microohm cm")
print(f"rms Fermi velocity = {metal['v']:.2e} m/s")
print(f"mean free path = {path:.2f} nm")
print(f"field at 1 MA/cm2 = {field/100:.1f} V/cm")
print(f"energy gain per lattice constant = {gain_per_cell:.1e} eV")
print(f"shift of occupation in k = {k_shift:.1e} nm^-1")
print(f"Thomas-Fermi screening length = {screening:.3f} nm")
print("finished without a failed check")
```

Running it gives:

```
COUNT
Ni, Si atoms per primitive cell: 1, 2
valence electrons of Ni, Si: 10, 4
electrons per primitive cell: 18
finite crystal: 216 cells, 432 levels in two bands
INPUTS
lattice constant a = 0.54 nm
primitive cell volume = 0.03937 nm^3
hoppings t, u = 0.20, -0.10 eV
band-centre distance, overlapping case = 1.8 eV
band-centre distance, separated case = 5.0 eV
scattering time = 5.0 fs, temperature = 300 K
OVERLAPPING CASE, 18 ELECTRONS
top of band 9 (Gamma) = 2.400 eV
bottom of band 10 (X) = 0.400 eV
overlap = 2.000 eV
smallest direct gap = 1.200 eV
Fermi energy at 0 K = 0.901 eV
holes in band 9 at 0 K = 0.2485 per cell
electrons in band 10 at 0 K = 0.2485 per cell
density of each carrier at 0 K = 6.31e+21 cm^-3
energy saved against full band 9 = 0.1758 eV per cell
density of states at Fermi level = 1.217 /(eV cell)
conductivity of band 9 = 8.135e+03 S/cm
conductivity of band 10 = 7.992e+03 S/cm
total conductivity = 1.613e+04 S/cm
resistivity at 300 K = 62.0 microohm cm
SCAN AT 18 ELECTRONS: centre distance, gap (eV), electrons in band 10
  1.8  -2.0  0.24846 per cell
  3.0  -0.8  0.04872 per cell
  3.7  -0.1  0.00196 per cell
  3.9  +0.1  0.00000 per cell
  5.0  +1.2  0.00000 per cell
SEPARATED CASE, 300 K
gap = 1.200 eV
18 electrons: conductivity = 9.6e-09 S/cm
17 electrons: conductivity = 1.191e+04 S/cm
NEGLECTED EFFECTS, OVERLAPPING CASE
overlap with band mixing 0.3 eV = 1.858 eV
mixing that removes the overlap = 1.48 eV
lifetime broadening hbar/tau = 0.132 eV
thermal energy at 300 K = 0.0259 eV
resistivity at 600 K, same tau = 62.3 microohm cm
rms Fermi velocity = 4.42e+05 m/s
mean free path = 2.21 nm
field at 1 MA/cm2 = 62.0 V/cm
energy gain per lattice constant = 3.3e-06 eV
shift of occupation in k = 4.7e-05 nm^-1
Thomas-Fermi screening length = 0.042 nm
finished without a failed check
```
